# Zero-point attraction between two Drude half-spaces from coupled surface plasmons, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The coupled surface modes and their ground energy

Take two flat metals with a bulk plasmon energy of 15.0 eV. Each surface, when alone, carries charge oscillations with a quantum of 10.607 eV. Bring the surfaces to a distance $D$ and look at the oscillations whose wavevector $k$ along the surface satisfies $kD=1$. There are now two quanta, 12.405 eV and 8.433 eV. One has risen by 1.798 eV and the other has fallen by 2.174 eV. The fall is larger than the rise, so the sum of the two has dropped by 0.375 eV (computed before rounding), and the zero-point energy, which is half the sum, has dropped by 0.188 eV. Why is the splitting lopsided, and what attraction follows when all wavevectors are counted?

### Assumptions and statement

Metal 1 fills $z<0$, metal 2 fills $z>D$, and the gap is vacuum. The assumptions are as follows.

1. Each metal is a uniform, fixed positive background with electrons of number density $n$, mass $m$ and charge $-e$. The electrons move as a fluid with a small displacement $\mathbf u(\mathbf r,t)$, without damping or pressure.
2. The faces are flat and sharp, and no electrons cross the gap.
3. The electric field is that of the instantaneous charges, $\mathbf E=-\nabla\phi$. This nonretarded approximation requires the light travel time across the gap to be short compared with the oscillation time.
4. The temperature is zero.

The equation of motion inside a metal is $m\ddot{\mathbf u}=-e\mathbf E$. At frequency $\omega$ it gives $\mathbf u=e\mathbf E/(m\omega^2)$ and the polarization $\mathbf P=-ne\mathbf u=-ne^2\mathbf E/(m\omega^2)$. Setting $\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E$ yields the Drude function without damping,

$$
\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0 m}. \tag{1}
$$

**Theorem.** Let $\omega_s=\omega_p/\sqrt2$. Under the assumptions above, the zero-point energy per area, measured from infinite separation, is

$$
E(D)=\frac{\hbar\omega_s}{4\pi}\int_0^\infty k\,dk\left[\sqrt{1+e^{-kD}}+\sqrt{1-e^{-kD}}-2\right]
=-C\,\frac{\hbar\omega_s}{64\pi D^2}, \tag{2}
$$

$$
C=-8\sum_{n=1}^{\infty}\frac{1}{n^2}\binom{1/2}{2n}=1+\frac{5}{64}+\frac{7}{384}+\dots\approx1.1104. \tag{3}
$$

The lowest order in the coupling $e^{-kD}$ between the surfaces is $-\hbar\omega_s/(64\pi D^2)$.

In (3) the letter $n$ is a summation index; elsewhere in this part it is the electron density. The word "lowest" refers to powers of the coupling. It doesn't refer to powers of $1/D$, because every term of the series is proportional to $1/D^2$. The factor $C$ therefore stays the same at every distance at which the assumptions hold.

The proof needs three facts: the motions inside the metals do not feel the gap, the surface charges form pairs of coupled oscillators, and each oscillator has the ground energy $\hbar\omega/2$.

### Lemma 1: the bulk motions do not depend on the gap

**Lemma 1.** Every electron displacement splits into three parts that share neither kinetic nor potential energy: a circulating part without restoring force, a bulk part of frequency $\omega_p$, and a surface part. The first two have frequencies independent of $D$.

*Proof.* In each metal write $\mathbf u=\mathbf w+\nabla\chi$, where $\nabla\cdot\mathbf w=0$ and $\mathbf w$ has no component normal to the face. This is the usual Helmholtz splitting. The cross term in the kinetic energy vanishes, because

$$
\int\mathbf w\cdot\nabla\chi\,d^3r=\oint\chi\,w_n\,dS-\int\chi\,\nabla\cdot\mathbf w\,d^3r=0 .
$$

The part $\mathbf w$ produces no charge, neither in the volume nor on the face. It has no potential energy and its frequency is zero for every $D$.

Now write $\chi=\chi_0+\chi_h$, where $\chi_0=0$ on the face and $\nabla^2\chi_h=0$ inside. The kinetic cross term vanishes again:

$$
\int\nabla\chi_0\cdot\nabla\chi_h\,d^3r=\oint\chi_0\,\partial_n\chi_h\,dS-\int\chi_0\nabla^2\chi_h\,d^3r=0 .
$$

The displacement $\nabla\chi_0$ changes the electron density by $-n\nabla^2\chi_0$. Electrons have charge $-e$, so the volume charge density is $+ne\nabla^2\chi_0$. On the face, an outward displacement $\partial_n\chi_0$ brings the surface charge $-ne\,\partial_n\chi_0$. The potential of these charges is

$$
\phi_0=-\frac{ne}{\varepsilon_0}\chi_0\ \text{ inside},\qquad \phi_0=0\ \text{ outside}. \tag{4}
$$

To verify this, note that $-\varepsilon_0\nabla^2\phi_0=ne\nabla^2\chi_0$ is the volume charge. The potential is continuous because $\chi_0=0$ on the face. The jump of the normal field, outside minus inside, gives the surface charge $\varepsilon_0\,\partial_n\phi_0|_{\rm in}=-ne\,\partial_n\chi_0$, as required.

The field of the bulk part thus ends at its own face and never reaches the other metal. Its energy is

$$
\frac{\varepsilon_0}{2}\int|\nabla\phi_0|^2d^3r=\frac{n^2e^2}{2\varepsilon_0}\int|\nabla\chi_0|^2d^3r=\frac{nm\,\omega_p^2}{2}\int|\nabla\chi_0|^2d^3r .
$$

The kinetic energy is $\frac{nm}{2}\int|\nabla\dot\chi_0|^2d^3r$, so the frequency is $\omega_p$ for any shape of $\chi_0$ and any $D$. The harmonic part $\chi_h$ has charge on the faces alone, where $\phi_0=0$. The electrostatic cross energy is the integral of that charge times $\phi_0$, and it vanishes. $\square$

When energies at two distances are subtracted, the circulating and bulk parts cancel. What remains is the surface part, in which $\chi$ obeys Laplace's equation.

### Lemma 2: the Lagrangian of the surface charges

Let the faces have a large area $S$ with periodic boundary conditions. Let $u_1$ and $u_2$ be the displacements of the electrons at the two faces, each counted positive when it points out of its own metal. Expand them as

$$
u_i(\mathbf R)=\sum_{\mathbf k}u_{i\mathbf k}e^{i\mathbf k\cdot\mathbf R},\qquad u_{i,-\mathbf k}=u_{i\mathbf k}^*, \tag{5}
$$

where $\mathbf R$ is the position along the face. The single term $\mathbf k=0$ has no weight in the later integral and is left out. Below, the index $\mathbf k$ is suppressed on $u_1$ and $u_2$.

**Lemma 2.** The Lagrangian of the surface part, per area, is

$$
\frac{L}{S}=\sum_{\mathbf k}\frac{nm}{2k}\Big\{|\dot u_1|^2+|\dot u_2|^2-\omega_s^2\big[|u_1|^2+|u_2|^2+e^{-kD}(u_1^*u_2+u_2^*u_1)\big]\Big\}. \tag{6}
$$

*Proof, kinetic energy.* In metal 1, Laplace's equation reads $\chi''=k^2\chi$ for each wavevector. The solution that vanishes deep inside is $\chi=(u_1/k)e^{kz}$, with the prefactor fixed by $\partial_z\chi=u_1$ at $z=0$. The motion along the surface and the motion normal to it contribute equally, $k^2|\dot\chi|^2$ each. Hence

$$
\frac{nm}{2}\int_{-\infty}^0 2k^2\,\frac{|\dot u_1|^2}{k^2}e^{2kz}dz=nm\,|\dot u_1|^2\,\frac1{2k}.
$$

In metal 2 the outward direction is $-z$ and $\chi=(u_2/k)e^{-k(z-D)}$; the same integral results.

*Potential energy.* The polarization of the metals is represented by its surface charge, so these charges stand in empty space with permittivity $\varepsilon_0$ everywhere. For a sheet $\sigma e^{i\mathbf k\cdot\mathbf R}$ at $z=0$, Poisson's equation is

$$
\phi''-k^2\phi=-\frac{\sigma}{\varepsilon_0}\delta(z).
$$

Away from the sheet the decaying solution is $\phi=ae^{-k|z|}$. Its slope changes by $-2ka$ at $z=0$, and the equation demands a change of $-\sigma/\varepsilon_0$. Therefore

$$
\phi(z)=\frac{\sigma}{2\varepsilon_0k}e^{-k|z|}. \tag{7}
$$

Electrons displaced outward leave the charge $\sigma_i=-neu_i$ on face $i$. The electrostatic energy is half of charge times potential:

$$
\frac US=\sum_{\mathbf k}\frac{1}{4\varepsilon_0k}\big[|\sigma_1|^2+|\sigma_2|^2+e^{-kD}(\sigma_1^*\sigma_2+\sigma_2^*\sigma_1)\big].
$$

The two minus signs in each product of charges cancel. The common factor becomes

$$
\frac{n^2e^2}{4\varepsilon_0k}=\frac{nm\,\omega_p^2}{4k}=\frac{nm\,\omega_s^2}{2k},
$$

and $L=T-U$ is (6). $\square$

The coupling is positive: equal outward displacements mean equal charges on the two faces, and equal charges repel.

### Lemma 3: the two frequencies

**Lemma 3.** For each wavevector the surface part has the frequencies

$$
\omega_\pm^2=\omega_s^2\left(1\pm e^{-kD}\right). \tag{8}
$$

*Proof.* Put $q_\pm=(u_1\pm u_2)/\sqrt2$. Expanding the squares gives

$$
|u_1|^2+|u_2|^2=|q_+|^2+|q_-|^2,\qquad u_1^*u_2+u_2^*u_1=|q_+|^2-|q_-|^2 .
$$

The first identity holds for the velocities as well. Inserting both in (6) leaves

$$
\frac LS=\sum_{\mathbf k}\frac{nm}{2k}\sum_{\pm}\left[|\dot q_\pm|^2-\omega_s^2(1\pm e^{-kD})|q_\pm|^2\right], \tag{9}
$$

which describes uncoupled oscillators with the frequencies (8). $\square$

The same result follows from the dielectric function, which checks the signs. With equal charges, the potential is even about the middle of the gap, $\phi\propto\cosh k(z-D/2)$. At $z=D$ its logarithmic slope is $k\tanh(kD/2)$ on the gap side and $-k$ on the metal side. Continuity of $\phi$ and of $\varepsilon\phi'$ requires $-\varepsilon k=k\tanh(kD/2)$. With $a=kD/2$, equation (1) gives

$$
\omega^2=\frac{\omega_p^2}{1-\varepsilon}=\frac{\omega_p^2}{1+\tanh a}=\frac{\omega_p^2}{2}\left(1+e^{-2a}\right),
$$

since $1+\tanh a=2e^a/(e^a+e^{-a})$. This is $\omega_+^2$. An odd potential replaces $\tanh$ by $\coth$. Then $1+\coth a=2e^a/(e^a-e^{-a})$ and the result is $\omega_-^2$.

For $kD\gg1$ both frequencies tend to $\omega_s$, the value of a single surface. For $kD\ll1$ the upper one tends to $\omega_p$ and the lower one to $\omega_s\sqrt{kD}$. In the lower mode the faces carry opposite charges, whose fields nearly cancel outside a thin gap, and the restoring force becomes weak.

At $kD=1$ the numbers are

$$
\hbar\omega_\pm=10.607\ \text{eV}\times\sqrt{1\pm0.3679}=12.405\ \text{eV and }8.433\ \text{eV}.
$$

A finite-element solution of $\nabla\cdot(\varepsilon\nabla\phi)=0$, which uses neither (7) nor the exponential solutions, gives the same two values to the digits shown. Its elements were $0.05/k$ wide and each metal was $12/k$ deep.

### Lemma 4: the ground energy

**Lemma 4.** Each wavevector contributes $\frac{\hbar}{2}(\omega_++\omega_-)$ to the zero-point energy, and this is less than $\hbar\omega_s$ for every finite $D$.

*Proof.* The amplitudes at $\mathbf k$ and $-\mathbf k$ are complex conjugates and must not be counted as independent complex quantities. Write $q_+=x+iy$. The two terms $\mathbf k$ and $-\mathbf k$ in (9) add to

$$
S\,\frac{nm}{k}\left[\dot x^2+\dot y^2-\omega_+^2(x^2+y^2)\right],
$$

which describes two real oscillators of mass $2Snm/k$. Two real oscillators for two wavevectors make one per wavevector, and the same holds for $q_-$. The ground energy of a harmonic oscillator is $\hbar\omega/2$ whatever its mass.

For the inequality, use $\omega_+^2+\omega_-^2=2\omega_s^2$ from (8):

$$
(\omega_++\omega_-)^2=2(\omega_+^2+\omega_-^2)-(\omega_+-\omega_-)^2=4\omega_s^2-(\omega_+-\omega_-)^2<4\omega_s^2. \tag{10}
$$

$\square$

Equation (10) explains the lopsided splitting. The coupling moves the squares of the frequencies up and down by equal amounts, so their mean square is fixed. When two numbers with a fixed mean square move apart, their mean falls. The zero-point energy contains the mean frequency, not the mean square, and therefore falls as the surfaces approach.

At $kD=1$ the ground energy in units of $\hbar\omega_s$ is $\frac12(\sqrt{1.3679}+\sqrt{0.6321})=0.9823$. A direct diagonalization of two oscillators with the coupling $e^{-1}$, in a basis of 24 number states for each, gives 0.982312. This calculation starts from the coupled Hamiltonian and does not use the normal coordinates.

## Part II. The attraction and its range of validity

The symbols taken from Part I are these. Two half-spaces with $\varepsilon=1-\omega_p^2/\omega^2$ are separated by a vacuum gap $D$, and $\omega_s=\omega_p/\sqrt2$ is the frequency of a single surface. For each wavevector of magnitude $k$ along the surface there is one oscillator of each frequency

$$
\omega_\pm=\omega_s\sqrt{1\pm e^{-kD}},
$$

with ground energy $\hbar\omega_\pm/2$. All other motions of the electrons have frequencies independent of $D$. From here on $n$ is a summation index.

Each wavevector has been shown to contribute the ground energy $\frac{\hbar}{2}(\omega_++\omega_-)$, which is less than $\hbar\omega_s$ at every finite $D$, while all other electron motions have frequencies independent of $D$. It remains to sum over all wavevectors, which proves the theorem, and to find the resulting pressure and the range in which the result holds.
